# Lorentz-Field Softening of the Transverse Optical Mode in Rigid-Ion Crystals

Take a model rocksalt crystal with ions of charge $\pm2$ at a nearest-neighbour distance of 2.40 Å. Its short-range forces resist a relative shift of the two sublattices with a stiffness of 11.79 eV/Å$^2$ per cell. The long-wavelength transverse optical mode, which is such a shift, has a stiffness of 3.06 eV/Å$^2$. About 74% of the restoring force is missing, although a transverse wave carries no macroscopic electric field. The longitudinal mode, with the same short-range forces, has 29.24 eV/Å$^2$.

The missing part is $4\pi Z^2/3v$, where $v$ is the volume of the primitive cell. It comes from the difference between the macroscopic field and the field that acts on an ion.

## The crystal and the statement

The algebra uses atomic units, with $e^2=1$. In numbers, $Z^2$ becomes $Z^2\times14.40$ eV Å.

The primitive cell holds one ion of charge $+Z$ and mass $M_+$ and one of charge $-Z$ and mass $M_-$. The ions are rigid: their charge clouds are spherical, do not overlap, and do not polarize. Electrically, each ion therefore acts on the others as a point charge. Let $\mathbf u_\pm$ be the sublattice displacements, $\mathbf w=\mathbf u_+-\mathbf u_-$, and $1/\mu=1/M_++1/M_-$. The non-Coulomb forces give an energy $\tfrac12kw^2$ per cell. Define

$$\omega_0^2=\frac{k}{\mu},\qquad \Omega_p^2=\frac{4\pi Z^2}{\mu v}.$$

The statement to be shown is

$$\omega_{TO}^2=\omega_0^2-\tfrac13\Omega_p^2,\qquad \omega_{LO}^2=\omega_0^2+\tfrac23\Omega_p^2 ,$$

for harmonic motion with wavelength long against the cell, retardation being neglected.

Cubic symmetry enters through one fact. A symmetry operation of the crystal takes a $+$ ion to a $+$ ion, and a lattice translation can bring it back, because there is one such ion per cell. Every site therefore has the full cubic point group. Its twofold rotations about the cube axes remove the off-diagonal elements of a symmetric tensor, and its threefold rotations make the diagonal elements equal. A symmetric tensor belonging to a site is thus a multiple of $\delta_{ab}$, and a vector belonging to a site is zero. This is also why $k$ is a single number.

**The value of $k$ in the example.** Nearest neighbours repel with energy $\phi(r)=B e^{-r/\rho}$, where $\rho=0.35$ Å. For a bond along the unit vector $\mathbf n$, the second-order change of $\phi(|r_0\mathbf n+\mathbf w|)$ is

$$\tfrac12\Big[\phi''(\mathbf n\cdot\mathbf w)^2+\frac{\phi'}{r_0}\big(w^2-(\mathbf n\cdot\mathbf w)^2\big)\Big].$$

Over the six bonds, $\sum(\mathbf n\cdot\mathbf w)^2=2w^2$ and $\sum w^2=6w^2$, so $k=2\phi''+4\phi'/r_0$. The energy per cell, $-\alpha Z^2/r+6\phi(r)$ with Madelung constant $\alpha=1.7476$, is stationary at $r_0$. This requires

$$\phi'(r_0)=-\frac{\alpha Z^2}{6r_0^2}=-2.9125\ \text{eV/Å},\qquad \phi''=-\frac{\phi'}{\rho}=8.3215\ \text{eV/Å}^2 .$$

Hence $k=2(8.3215)-4(2.9125)/2.40=11.789$ eV/Å$^2$.

## First derivation: the field on an ion

To first order, displacing an ion by $\mathbf u$ is the same as leaving it in place and adding a dipole, charge times $\mathbf u$. The dipoles are $Z\mathbf u_+$ and $-Z\mathbf u_-$, and the polarization is

$$\mathbf P=\frac{Z\mathbf u_+-Z\mathbf u_-}{v}=\frac{Z\mathbf w}{v}.$$

A displaced ion feels two first-order electric forces: one from the dipoles of the other ions, and one because it has moved within the field of the undisplaced lattice.

**The static lattice.** At an ion site, the potential of all other ions obeys Laplace's equation, so its tensor of second derivatives has zero trace. By cubic symmetry the tensor is also a multiple of $\delta_{ab}$. It therefore vanishes, and so does the second force.

**The dipoles.** Draw a sphere around the ion, large against the cell and small against the wavelength, so that $\mathbf P$ is uniform inside it. Dipoles $\mathbf p$ of one sublattice within the sphere produce at its centre the field

$$E_a=\sum_b T_{ab}\,p_b,\qquad T_{ab}=\sum_{\mathbf r}\frac{3r_ar_b-r^2\delta_{ab}}{r^5}.$$

The sphere does not spoil the site symmetry, so $T_{ab}=c\,\delta_{ab}$. The trace of each term is $(3r^2-3r^2)/r^5=0$, so $c=0$. This holds for the like and for the unlike sublattice.

What remains is the field of the matter outside the sphere. It equals the macroscopic field $\mathbf E$ of the whole medium minus the field of a uniformly polarized sphere. Such a sphere is a ball of charge density $+\varrho$, shifted by $\mathbf s$, on top of a ball of density $-\varrho$, with $\varrho\mathbf s=\mathbf P$. By Gauss's law a uniform ball has the interior field $4\pi\varrho\mathbf r/3$, measured from its own centre. The sum is

$$\frac{4\pi\varrho}{3}(\mathbf r-\mathbf s)-\frac{4\pi\varrho}{3}\mathbf r=-\frac{4\pi}{3}\mathbf P .$$

Subtracting it gives the Lorentz local field, the same at both kinds of site:

$$\mathbf E_{loc}=\mathbf E+\frac{4\pi}{3}\mathbf P .$$

**Equations of motion.** The short-range force on the $+$ ion is $-k\mathbf w$, and on the $-$ ion it is $+k\mathbf w$:

$$M_+\ddot{\mathbf u}_+=-k\mathbf w+Z\mathbf E_{loc},\qquad M_-\ddot{\mathbf u}_-=k\mathbf w-Z\mathbf E_{loc}.$$

Dividing each by its mass and subtracting gives $\ddot{\mathbf w}=(-k\mathbf w+Z\mathbf E_{loc})/\mu$. With $\mathbf P=Z\mathbf w/v$ this becomes

$$\mu\ddot{\mathbf w}=-\Big(k-\frac{4\pi Z^2}{3v}\Big)\mathbf w+Z\mathbf E .$$

**The macroscopic field.** For a wave with wavevector $\mathbf q$, the condition $\nabla\times\mathbf E=0$ makes $\mathbf E$ parallel to $\mathbf q$. The condition $\nabla\cdot(\mathbf E+4\pi\mathbf P)=0$ then fixes its size:

$$\mathbf E=-4\pi\,\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P).$$

In a transverse wave $\mathbf E=0$, and with $\ddot{\mathbf w}=-\omega^2\mathbf w$,

$$\mu\omega_{TO}^2=k-\frac{4\pi Z^2}{3v}.$$

In a longitudinal wave $\mathbf E=-4\pi\mathbf P$, so $Z\mathbf E=-(4\pi Z^2/v)\mathbf w$ and

$$\mu\omega_{LO}^2=k-\frac{4\pi Z^2}{3v}+\frac{4\pi Z^2}{v}=k+\frac{8\pi Z^2}{3v}.$$

Division by $\mu$ gives the two stated results. The local field is $+4\pi\mathbf P/3$ in the transverse case, along the displacement of the positive ions, and pulls the sublattices further apart. In the longitudinal case it is $-8\pi\mathbf P/3$ and drives them back. The two transverse modes and the longitudinal one together satisfy $2\omega_{TO}^2+\omega_{LO}^2=3\omega_0^2$: the Coulomb forces redistribute the squared frequencies without changing their sum.

For the example, $v=2r_0^3=27.648$ Å$^3$ and

$$\mu\Omega_p^2=\frac{4\pi\times4\times14.40}{27.648}=26.18\ \text{eV/Å}^2 .$$

One third of this is 8.73 eV/Å$^2$, and $11.79-8.73=3.06$ eV/Å$^2$, the stiffness quoted at the start. With masses of 50 and 20 u, $\hbar\omega_0=0.0587$ eV is lowered to $\hbar\omega_{TO}=0.0299$ eV (7.24 THz), while $\hbar\omega_{LO}=0.0925$ eV (22.37 THz). Diagonalizing the full dynamical matrix at a small wavevector in a general direction reproduces both stiffnesses to the printed digits.

**Retardation.** The full Maxwell equations give a transverse wave a macroscopic field too, through $q^2\mathbf E=(\omega^2/c^2)(\mathbf E+4\pi\mathbf P)$, or

$$\mathbf E=\frac{4\pi\omega^2}{c^2q^2-\omega^2}\,\mathbf P .$$

This changes $\omega^2$ by $-\Omega_p^2\omega^2/(c^2q^2-\omega^2)$. The change is small relative to $\omega^2$ when $cq$ is large against both $\Omega_p$ and $\omega$. The wavelength must therefore be long against the cell, yet short enough to meet this condition.

## Second derivation: the energy of a shifted sublattice

The same result follows from an energy, without a cavity and without following individual dipoles. Shift the $+$ sublattice rigidly by $\mathbf w$ relative to the $-$ sublattice, and require the electric potential to stay periodic, so that the macroscopic field is zero. Distances between like ions do not change. The Coulomb energy can change only through unlike pairs.

Each sublattice alone is charged, so give the $-$ sublattice a uniform background of density $+Z/v$ and the $+$ sublattice one of density $-Z/v$. The two backgrounds cancel, so nothing physical has been added. Let $\psi(\mathbf r)$ be the periodic potential of the $-$ ions with their background, with its average over the cell set to zero. The $+$ background then has no interaction energy with $\psi$, and the energy per cell that depends on $\mathbf w$ is

$$U_C(\mathbf w)=Z\psi(\mathbf d+\mathbf w),$$

where $\mathbf d$ is the equilibrium site of the $+$ ion. At that site there is no $-$ ion, and Poisson's equation contains the background alone:

$$\nabla^2\psi=-4\pi\frac{Z}{v}.$$

By cubic symmetry the gradient of $\psi$ at $\mathbf d$ vanishes, and its three second derivatives are equal. Each is one third of the Laplacian:

$$\frac{\partial^2\psi}{\partial x_a\partial x_b}=-\frac{4\pi Z}{3v}\,\delta_{ab}.$$

To second order, then,

$$U_C(\mathbf w)=U_C(0)-\frac{2\pi Z^2}{3v}w^2 .$$

The 3 in the factor $1/3$ is here the number of spatial directions among which Poisson's equation divides the curvature. With the centre of mass at rest, $\mathbf u_+=M_-\mathbf w/(M_++M_-)$ and $\mathbf u_-=-M_+\mathbf w/(M_++M_-)$. The kinetic energy is

$$\frac{M_+M_-^2+M_-M_+^2}{2(M_++M_-)^2}\dot w^2=\tfrac12\mu\dot w^2 .$$

The potential energy is $\tfrac12(k-4\pi Z^2/3v)w^2$, which gives $\omega_{TO}^2$ again.

**Adding the macroscopic field.** The Coulomb energy per volume of a charge density with Fourier components $\varrho_{\mathbf K}$ is $2\pi\sum_{\mathbf K\ne0}|\varrho_{\mathbf K}|^2/K^2$. The self-energies it includes are constant for rigid ions. In a long wave, the terms with $\mathbf K$ near a nonzero reciprocal lattice vector vary smoothly with $\mathbf q$ and tend to the zero-field energy just found. The terms $\mathbf K=\pm\mathbf q$ need care, because $K^2$ itself goes to zero. For $\mathbf P\cos(\mathbf q\cdot\mathbf r)$ the charge density is $-\nabla\cdot\mathbf P(\mathbf r)=(\mathbf q\cdot\mathbf P)\sin(\mathbf q\cdot\mathbf r)$, so $|\varrho_{\pm\mathbf q}|^2=(\mathbf q\cdot\mathbf P)^2/4$. The two terms give

$$2\pi\cdot2\cdot\frac{(\mathbf q\cdot\mathbf P)^2}{4q^2}=\pi(\hat{\mathbf q}\cdot\mathbf P)^2 .$$

This is the average over the wave of $2\pi(\hat{\mathbf q}\cdot\mathbf P)^2\cos^2(\mathbf q\cdot\mathbf r)$. The local energy per cell is thus $2\pi Z^2w^2/v$ for a longitudinal displacement and zero for a transverse one. It adds $4\pi Z^2/v$ to the longitudinal stiffness, and $\omega_{LO}^2$ follows.

A direct calculation supports this route. The total energy of the example with one sublattice displaced, differentiated numerically, has the curvature 3.0624 eV/Å$^2$, equal to the formula at that precision.

## Softening and the permittivity

In a static uniform field, with the cell held at fixed shape, the equation of motion gives $\mathbf w=Z\mathbf E/(\mu\omega_{TO}^2)$, provided that $\omega_{TO}^2>0$. Then $\mathbf P=Z\mathbf w/v$ and

$$\varepsilon(0)=1+\frac{4\pi P}{E}=1+\frac{\Omega_p^2}{\omega_{TO}^2}=\frac{\omega_{LO}^2}{\omega_{TO}^2}.$$

The last step uses $\omega_{LO}^2-\omega_{TO}^2=\Omega_p^2$. The leading 1 is the high-frequency permittivity of ions that cannot polarize. In rocksalt, inversion symmetry forbids a strain linear in the field, so fixing the cell shape makes no difference here. Zincblende lacks inversion symmetry, so the field can also strain a free cell. Where it does, the permittivity of a stable free cell is larger than at fixed shape. In the example $\varepsilon(0)=1+26.179/3.0624\approx9.55$.

For the rocksalt model, inserting $\phi'$ and $\phi''$ into $k$ gives

$$k=\frac{\alpha Z^2}{3r_0^3}\Big(\frac{r_0}{\rho}-2\Big),\qquad \frac{4\pi Z^2}{3v}=\frac{2\pi Z^2}{3r_0^3}.$$

At fixed $r_0$ and $\rho$ both are proportional to $Z^2$, because a larger attraction must then be balanced by a stronger repulsion, that is, a larger $B$. The charge drops out of the balance, which depends on $r_0/\rho$ alone. If $B$ and $\rho$ are fixed instead, a larger charge shortens $r_0$ and so lowers this ratio. The zone-centre mode is stable if

$$\frac{r_0}{\rho}>2+\frac{2\pi}{\alpha}=5.595 .$$

The example has $2.40/0.35=6.86$. Now vary $\rho$ at fixed $r_0$, readjusting $B$ to keep equilibrium:

| $\rho$ (Å) | $k$ (eV/Å$^2$) | $\mu\omega_{TO}^2$ (eV/Å$^2$) | $\varepsilon(0)$ |
|---|---|---|---|
| 0.35 | 11.79 | 3.06 | 9.5 |
| 0.40 | 9.71 | 0.98 | 27.7 |
| 0.42 | 9.02 | 0.29 | 92 |
| 0.45 | 8.09 | −0.64 | unstable |

Between the first and third rows $k$ falls by 24%, while the transverse stiffness falls by a factor of about 11. The Coulomb term stays at 8.73 eV/Å$^2$, so a modest change in $k$ is a large change in the small difference. Beyond $\rho=0.429$ Å the cubic structure is no longer a minimum of the energy: a uniform polar shift lowers it. The polar mode is not the only one that softens: the shear modulus $C_{11}-C_{12}$ of this model vanishes at almost the same point, $r_0/\rho=5.58$ or $\rho=0.430$ Å, so the last row is unstable against shear as well. The distorted structure that results need not be purely polar and depends on anharmonic terms, which are not treated here.

Within the model, the near-cancellation that makes the lattice permittivity large also brings the cubic structure close to a polar distortion. Electronic polarization, covalency and anharmonicity are left out, so these numbers predict no particular material.

A stable zone centre does not guarantee stability at other wavevectors. For $\rho=0.35$ Å, all squared frequencies are positive on a $6\times6\times6$ mesh with $\mathbf q=0$ left out. The lowest mode there, over all branches, has $\hbar\omega=0.00945$ eV. This value is set by the mesh, since the acoustic frequencies go to zero as $\mathbf q\to0$; only its sign matters here. The other rows were not examined in this way.

## What each derivation assumes

Both derivations take the ions as rigid, the motion as harmonic and the wavelength as long. Both use cubic symmetry to make $k$ a single number, but they use it differently for the Coulomb forces. The first needs it for the dipole sums over the like and the unlike sublattice; the static field gradient, which is proportional to the difference of these sums, then vanishes too. The second needs it once, for the potential of the unlike sublattice.

A non-cubic crystal shows how they fit together. Let $S^L_{ab}$ and $S^U_{ab}$ be the sums of $\partial_a\partial_b(1/r)$ over like and unlike ions at zero macroscopic field. The dipoles exert on a $+$ ion the force $Z^2(S^L\mathbf u_+-S^U\mathbf u_-)$. The static lattice has potential curvature $Z(S^L-S^U)$ at the site and exerts $-Z^2(S^L-S^U)\mathbf u_+$. The sum is

$$Z^2S^U(\mathbf u_+-\mathbf u_-)=Z^2S^U\mathbf w .$$

The like-ion sums cancel, as the second derivation says at the outset. In a cubic crystal $S^U_{ab}=(4\pi/3v)\delta_{ab}$, and the static term is zero by itself. In a non-cubic crystal the static term is in general not zero, and the local-field argument then fails without it.

In a tetragonal crystal, for example, symmetry gives $S^U$ and the short-range stiffness the same principal axes. The fraction of $\Omega_p^2$ removed from a transverse mode polarized along such an axis $a$ is then $vS^U_{aa}/4\pi$. Poisson's equation fixes the sum of the three fractions at 1, and cubic symmetry makes them equal. Lattice sums give 0.333333 for the rocksalt, caesium chloride and zincblende structures. For a wide rocksalt plate, polarized in its plane so that the macroscopic field vanishes, a direct sum within a disc of radius $150.5\,r_0$, plus a continuum integral for the plate outside it, gives 0.33335 for 13 layers; the last digit shifts by up to 2 units with the radius, the thickness and the treatment of the continuum part. Stretching the rocksalt cell by 10% along $z$ changes the fractions to 0.422 along $x$ and $y$ and 0.155 along $z$. The value one third thus belongs to the cubic structure, and a strain that breaks the symmetry shifts the Coulomb softening from one polarization to another. The short-range stiffness also becomes anisotropic under such a strain, so these fractions alone do not say which mode is softest.

The derivations also extend in different directions. The local-field argument can include electronic polarization, by giving each ion an induced dipole proportional to $\mathbf E_{loc}$; the rigid-ion formula then no longer holds as written. The energy argument gives the Coulomb energy $Z\psi(\mathbf d+\mathbf w)$ at finite displacement and zero macroscopic field as well, as long as the ions stay rigid and do not overlap, and so supplies the Coulomb part of the anharmonic energy for a uniform shift of the sublattices in a cell of fixed shape. If the cell is also strained, $\psi$ itself changes, so the Coulomb energy must be computed for the strained cell and is not a sum of separate shift and strain terms.

The main values quoted here are collected in the numerical output below.

## Numbers as computed

```
Lorentz factor v*S/(4 pi), unlike sublattice, cubic structures:
  rocksalt: 0.333333
  caesium chloride: 0.333333
  zincblende: 0.333333
Same factor, rocksalt, explicit plate sum: 0.33335
Tetragonal cell c/a = 1.1, factor along x: 0.4223
Tetragonal cell c/a = 1.1, factor along z: 0.1554
Ion charge Z: 2
Nearest-neighbour distance r0: 2.40 angstrom
Repulsion length rho: 0.35 angstrom
Masses: 50 and 20 u
Reduced mass: 14.2857 u
Cell volume v: 27.648 angstrom^3
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Madelung constant: 1.747565
Repulsion amplitude B: 969.1 eV
phi'(r0): -2.9125 eV/angstrom
phi''(r0): 8.3215 eV/angstrom^2
Short-range constant k: 11.7888 eV/angstrom^2
mu*Wp^2: 26.1793 eV/angstrom^2
Lorentz reduction mu*Wp^2/3: 8.7264 eV/angstrom^2
mu*w_TO^2, formula: 3.0624 eV/angstrom^2
mu*w_TO^2, frozen displacement: 3.0624 eV/angstrom^2
mu*w_TO^2, dynamical matrix: 3.0624 eV/angstrom^2
mu*w_LO^2, formula: 29.2417 eV/angstrom^2
mu*w_LO^2, dynamical matrix: 29.2417 eV/angstrom^2
hbar*w_0: 0.05873 eV
hbar*Wp: 0.08752 eV
hbar*w_TO: 0.02993 eV = 7.238 THz
hbar*w_LO: 0.09250 eV = 22.367 THz
Static permittivity, energy curvature: 9.549
Static permittivity, w_LO^2/w_TO^2: 9.549
Lowest hbar*w on 6x6x6 mesh without q=0: 0.00945 eV
Critical r0/rho: 5.5954
Critical rho at this r0: 0.4289 angstrom
Scan at fixed r0 (stiffness in eV/angstrom^2, rho in angstrom):
  rho 0.30: k = 14.563, mu*w_TO^2 = 5.836, hbar*w_TO = 0.04132 eV, eps(0) = 5.49
  rho 0.35: k = 11.789, mu*w_TO^2 = 3.062, hbar*w_TO = 0.02993 eV, eps(0) = 9.55
  rho 0.40: k = 9.708, mu*w_TO^2 = 0.982, hbar*w_TO = 0.01695 eV, eps(0) = 27.66
  rho 0.42: k = 9.015, mu*w_TO^2 = 0.289, hbar*w_TO = 0.00919 eV, eps(0) = 91.72
  rho 0.45: k = 8.090, mu*w_TO^2 = -0.636, unstable at q=0
```
